\section*{Chebyshev expansion of a step-function density matrix and its Gibbs overshoot}

\section*{Question}

I am trying to build a zero-temperature density matrix without diagonalizing the Hamiltonian. My test system is an open tight-binding chain of 100 sites with hopping $-1$ eV and chemical potential $0.6$ eV. I divide $H$ by $2$ eV, so that its eigenvalues lie between $-1$ and $1$, and expand the step function $\Theta(\mu-x)$ in Chebyshev polynomials up to degree 40, with $\mu=0.3$.

I computed the expansion coefficients by numerical integration, but I would like closed formulas and cannot see how to get them. What bothers me more is the result. The eigenvalues of my density matrix should be 0 or 1, yet the largest is $1.087$ and the smallest is $-0.085$. I suspected that the degree was too low, so I plotted the polynomial itself at degree 80. Its highest point is no lower than at degree 40.

How are the coefficients derived? Is the excess above 1 a bug, and if not, how large is it and does it ever go away?

\section*{Answer}

It is not a bug. Both questions become manageable once $x$ is replaced by an angle, because the Chebyshev series is then a cosine series.

\subsection*{The coefficients}

Take $-1<\mu<1$ and set
\begin{equation}
x=\cos\varphi,\qquad \alpha=\arccos\mu,\qquad 0\le\varphi\le\pi .
\end{equation}
Then $T_n(x)=\cos n\varphi$. I write the series with $c_0$ not halved:
\begin{equation}
\Theta(\mu-x)\sim\sum_{n=0}^{\infty}c_nT_n(x).
\end{equation}
The cosines are orthogonal on $[0,\pi]$. The integral of $\cos n\varphi\cos k\varphi$ is zero for $n\neq k$, $\pi$ for $n=k=0$, and $\pi/2$ for $n=k\ge1$. Multiplying the series by $\cos n\varphi$ and integrating therefore isolates $c_n$, with prefactor $1/\pi$ for $n=0$ and $2/\pi$ otherwise.

The cosine decreases on $[0,\pi]$, so the filled region $x<\mu$ is $\varphi>\alpha$. The step equals 1 there and 0 elsewhere, which leaves
\begin{align}
c_0&=\frac1\pi\int_\alpha^\pi d\varphi=1-\frac{\alpha}{\pi},\\
c_n&=\frac2\pi\int_\alpha^\pi\cos n\varphi\,d\varphi
=\frac{2}{\pi}\,\frac{\sin n\pi-\sin n\alpha}{n}
=-\frac{2\sin n\alpha}{n\pi},\qquad n\ge1 .
\end{align}
In terms of $\mu$,
\begin{equation}
c_0=1-\frac{\arccos\mu}{\pi},\qquad
c_n=-\frac{2\sin(n\arccos\mu)}{n\pi}.
\end{equation}

For your $\mu=0.3$, $\alpha=1.266104$ rad, so
\begin{align}
c_0&=1-1.266104/\pi=0.596987,\\
c_1&=-2\sqrt{1-0.3^2}/\pi=-0.607297 .
\end{align}
Your numerical integrals should give the same values.

Two limits make sense. As $\mu\to1$, $\alpha\to0$, so $c_0\to1$ and every other coefficient vanishes: all states are filled. As $\mu\to-1$, $\alpha\to\pi$ and all coefficients vanish: all states are empty.

\subsection*{What the polynomial does to your matrix}

Let $S_N(x)=\sum_{n=0}^{N}c_nT_n(x)$ and let $\tilde H$ be the scaled Hamiltonian. If $\tilde Hv=xv$, each power of $\tilde H$ acting on $v$ gives the same power of $x$, so $S_N(\tilde H)v=S_N(x)v$. The eigenvalues of your matrix are thus the heights of the curve $S_N$ at the scaled energies. The matrices $T_n(\tilde H)$ follow from $T_{n+1}=2xT_n-T_{n-1}$, so no diagonalization is needed, but wherever a level lies under a bump of the curve above 1, its occupation exceeds 1 as well.

\subsection*{Summing the series}

Insert the coefficients and use $2\sin a\cos b=\sin(a+b)+\sin(a-b)$:
\begin{align}
S_N(\cos\varphi)&=1-\frac\alpha\pi-\frac2\pi\sum_{n=1}^{N}\frac{\sin n\alpha\cos n\varphi}{n}\nonumber\\
&=1-\frac\alpha\pi-\frac1\pi\bigl[F_N(\alpha+\varphi)+F_N(\alpha-\varphi)\bigr],
\label{eq:SF}
\end{align}
where
\begin{equation}
F_N(u)=\sum_{n=1}^{N}\frac{\sin nu}{n}.
\end{equation}

The derivative of $F_N$ is a sum of cosines. Since
\begin{equation}
2\sin\tfrac s2\cos ns=\sin\bigl(n+\tfrac12\bigr)s-\sin\bigl(n-\tfrac12\bigr)s ,
\end{equation}
neighbouring terms cancel in the sum over $n$. With $m=N+\tfrac12$,
\begin{equation}
F_N'(s)=\sum_{n=1}^{N}\cos ns=-\frac12+\frac{\sin ms}{2\sin(s/2)} .
\label{eq:dirichlet}
\end{equation}
Because $F_N(\pi)=0$, integrating from $u$ to $\pi$ gives, for $0<u\le\pi$,
\begin{equation}
F_N(u)=-\int_u^\pi F_N'(s)\,ds=\frac{\pi-u}{2}-R_N(u),\qquad
R_N(u)=\int_u^\pi\frac{\sin ms}{2\sin(s/2)}\,ds .
\label{eq:FR}
\end{equation}

The remainder is small because $\sin ms$ oscillates rapidly. Put $g(s)=1/[2\sin(s/2)]$ and integrate by parts. The boundary term at $\pi$ vanishes, since $m$ is a half-integer and $\cos m\pi=0$:
\begin{equation}
R_N(u)=\frac{\cos(mu)\,g(u)}{m}+\frac1m\int_u^\pi\cos(ms)\,g'(s)\,ds .
\label{eq:parts}
\end{equation}
As $g$ decreases on this interval, the last integral is at most $g(u)-g(\pi)$ in size. Hence
\begin{equation}
|R_N(u)|\le\frac{2g(u)}{m}=\frac{1}{m\sin(u/2)} .
\label{eq:bound}
\end{equation}
For $\pi<u<2\pi$, $F_N(u)=-F_N(2\pi-u)$, and $(\pi-u)/2$ changes sign in the same way. The decomposition and the bound therefore hold for $0<u<2\pi$. For negative arguments, use $F_N(-u)=-F_N(u)$.

\subsection*{At a fixed energy the series converges}

On the filled side, $\varphi>\alpha$, the two terms in the bracket of Eq.~\eqref{eq:SF} tend to
\begin{equation}
\frac{\pi-\alpha-\varphi}{2}-\frac{\pi-\varphi+\alpha}{2}=-\alpha ,
\end{equation}
so $S_N\to1-\alpha/\pi+\alpha/\pi=1$. On the empty side, $\varphi<\alpha$, they tend to
\begin{equation}
\frac{\pi-\alpha-\varphi}{2}+\frac{\pi-\alpha+\varphi}{2}=\pi-\alpha ,
\end{equation}
so $S_N\to0$. At the step itself $F_N(0)=0$ and $F_N(2\alpha)\to(\pi-2\alpha)/2$, which gives $S_N(\mu)\to\tfrac12$.

Away from the step, Eq.~\eqref{eq:bound} also limits the absolute error:
\begin{equation}
|S_N-\Theta|\le\frac{1}{\pi m}\left[\frac{1}{|\sin\frac{\alpha+\varphi}{2}|}+\frac{1}{|\sin\frac{\alpha-\varphi}{2}|}\right].
\label{eq:point}
\end{equation}
At fixed $x\neq\mu$ this falls as $1/N$. But the second term grows as $\varphi$ approaches $\alpha$, so the bound does not force the error down everywhere at once. The overshoot lives in that loophole.

\subsection*{Close to the step}

Set $\varphi=\alpha+t$, with $t>0$ on the filled side. Then $F_N(\alpha-\varphi)=-F_N(t)$, while Eq.~\eqref{eq:FR} applies to $F_N(2\alpha+t)$. Equation~\eqref{eq:SF} becomes
\begin{align}
S_N&=1-\frac\alpha\pi-\frac{\pi-2\alpha-t}{2\pi}+\frac{R_N(2\alpha+t)}{\pi}+\frac{F_N(t)}{\pi}\nonumber\\
&=\frac12+\frac{t}{2\pi}+\frac{F_N(t)}{\pi}+\frac{R_N(2\alpha+t)}{\pi}.
\end{align}
Integrating Eq.~\eqref{eq:dirichlet} from $0$, where $F_N=0$, gives
\begin{equation}
F_N(t)=-\frac t2+\int_0^t\frac{\sin ms}{2\sin(s/2)}\,ds .
\end{equation}
The terms linear in $t$ cancel. Now substitute $y=ms$ and measure distance from the step by $\tau=mt$:
\begin{equation}
S_N=\frac12+\frac1\pi\int_0^{\tau}\frac{\sin y}{2m\sin(y/2m)}\,dy+\frac{R_N(2\alpha+t)}{\pi}.
\label{eq:near}
\end{equation}
For $\tau$ in any fixed finite range, $2m\sin(y/2m)\to y$ uniformly and the remainder vanishes as $N\to\infty$. Therefore
\begin{equation}
S_N\to\frac12+\frac{\mathrm{Si}(\tau)}{\pi},\qquad
\mathrm{Si}(\tau)=\int_0^\tau\frac{\sin y}{y}\,dy .
\label{eq:profile}
\end{equation}
This profile does not contain $N$. Raising the degree compresses it towards the step, since $t=\tau/m$, but does not flatten it.

\subsection*{The nine percent}

The slope of $\mathrm{Si}$ is $\sin\tau/\tau$, so its first maximum for $\tau>0$ is at $\tau=\pi$. Later half-waves of the integrand alternate in sign and shrink in area, so no later maximum is as high. Far from the step, where $\tau$ is large, Eq.~\eqref{eq:point} keeps the error below about $1/\tau$ plus a term of order $1/N$, so no higher peak can appear there at large $N$. With $\mathrm{Si}(\pi)=1.851937$,
\begin{equation}
S_{\max}\to\frac12+\frac{1.851937}{\pi}=0.5+0.589490=1.089490 .
\end{equation}
The excess is $8.949\%$ of the jump. Since $\mathrm{Si}$ is odd, the empty side has a minimum that tends to $0.5-0.589490=-0.089490$. Your $1.087$ and $-0.085$ are samples of this peak and this dip.

The peak is at $t\approx\pi/N$. From $\cos(\alpha+t)\approx\mu-t\sin\alpha$, its distance below $\mu$ is
\begin{equation}
\mu-x_{\max}\approx\frac{\pi\sqrt{1-\mu^2}}{N}.
\label{eq:distance}
\end{equation}

\subsection*{Numbers for $\mu=0.3$}

\begin{center}
\begin{tabular}{rcccc}
$N$ & maximum & minimum & $S_N(\mu)$ & $S_N(0.2)$\\
20 & 1.09045 & $-0.08940$ & 0.49946 & 1.02069\\
40 & 1.09135 & $-0.08778$ & 0.49821 & 1.05201\\
80 & 1.09143 & $-0.08755$ & 0.49806 & 1.01310\\
320 & 1.08923 & $-0.08975$ & 0.50026 & 1.00050\\
1280 & 1.08937 & $-0.08961$ & 0.50012 & 0.99785
\end{tabular}
\end{center}

At $N=1280$ the peak lies $0.002342$ below $\mu$, against $0.002341$ from Eq.~\eqref{eq:distance}. The height does not fall with the degree: over all degrees from 20 to 40 it lies between $1.083$ and $1.097$, and from 81 to 400 between $1.087$ and $1.092$. The numerical check also finds this limiting height, within the expected finite-degree error, for $\mu=-0.5$, $0$ and $0.8$.

The maximum is slightly higher at $N=80$ than at $N=20$. This comes from the remainder in Eq.~\eqref{eq:near}. By Eq.~\eqref{eq:parts}, its leading part at the step shifts $S_N(\mu)$ from $\tfrac12$ by
\begin{equation}
\delta=\frac{\cos(2m\alpha)}{2\pi m\sin\alpha}.
\end{equation}
At the peak, $t\approx\pi/m$ adds $\pi$ to the argument of the cosine, which reverses its sign. To order $1/N$ the maximum is therefore shifted by $-\delta$. For $N=80$ the table gives $\delta\approx0.49806-0.5=-0.00194$, which predicts a maximum of $1.08949+0.00194=1.09143$, as found. The sign of $\delta$ varies with $N$, so the limit is not approached from one side.

The last column, at the fixed point $x=0.2$, need not improve at every step either: the error is larger at $N=1280$ than at $N=320$. The bound in Eq.~\eqref{eq:point} shrinks as $1/N$, while the error oscillates inside it.

\subsection*{What this means for your chain}

At degree 40 the peak is at $x=0.22431$. Multiplied by your scale of $2$ eV, its distance from the chemical potential is $2\times(0.3-0.22431)\approx0.15$ eV. Your largest occupation, $1.0870$, is a little below the polynomial's maximum, $1.0914$, because the chain has discrete levels and none sits right at the top.

In total, 24 of the 100 occupations exceed 1 and 22 are negative, so the matrix is not a projector. Its trace is $59.796$ electrons per spin, while the exact filling is 60, a relative error of about $0.3\%$. A good electron count therefore does not show that the individual occupations are good: in the trace, errors of both signs are added (here $+0.82$ and $-1.02$ in total). The largest single errors are not the overshoot but the smeared step itself: the highest filled level has occupation $0.615$ and the lowest empty one $0.231$. The trace barely responds to the degree in this range; it is $59.79$ to $59.80$ at degrees 10, 40, 80 and 200.

Does the excess ever go away? For the polynomial, no. For the occupations of a given finite system, yes, provided no level lies at $\mu$. Each level is then a fixed point $x\neq\mu$, and Eq.~\eqref{eq:point} drives its error to zero. The degree must be high enough for the distance in Eq.~\eqref{eq:distance} to be small compared with the distance from $\mu$ to the nearest scaled level. A gap around $\mu$ helps for this reason: the peak and dip eventually fall inside it, where there are no states. The later ripples of Eq.~\eqref{eq:profile}, with maxima $1.033$, $1.020$ and so on, still fall on the bands, so some occupations can stay above 1 at finite degree, by an amount limited by Eq.~\eqref{eq:point}, which shrinks only as $1/N$. If levels crowd around $\mu$, as in a long metallic chain, some can still sit on the peak at high degree. A level at $\mu$ itself tends to occupation $\tfrac12$.

As a limit for $N\to\infty$, the nine percent belongs to a true step, a series cut off sharply at degree $N$, and $\mu$ strictly inside the interval. Near an edge of the interval $\sin\alpha$ is small, and $N\sin\alpha$ must be large before the limiting height is a good guide. If you replace the step by a smooth Fermi function, or multiply the $c_n$ by damping factors, you are summing a different series, and the limit $1.0895$ does not carry over to it. The overshoot need not vanish at once, though. With your scale and $\mu$, a Fermi function with $k_BT=1$ meV still peaks at $1.091$ at degree 40, because the polynomial cannot yet resolve its width; with $k_BT=25.8$ meV the peak is $1.051$ at degree 40 and $1.007$ at degree 80. Lanczos factors $\sin(\pi n/M)/(\pi n/M)$ with $M=N+1$ leave a peak of $1.012$ at degrees 40 and 320, while Fej\'er factors $1-n/M$ keep the curve below 1 at these degrees.

\section*{Computed results}
\begin{verbatim}
mu = 0.30, alpha = arccos(mu) = 1.266104 rad
n, c_n from formula, c_n from quadrature (dimensionless)
  0  +0.596987  +0.596987
  1  -0.607297  -0.607297
  2  -0.182189  -0.182189
  3  +0.129557  +0.129557
  4  +0.149395  +0.149395
  5  -0.006024  -0.006024
Si(pi) = 1.851937
limiting maximum = 1.089490, minimum = -0.089490
limiting overshoot = 8.949 % of the jump
degree N, maximum, minimum, x of maximum, S_N(mu), S_N(0.2)
    20  1.09045  -0.08940  0.14702  0.49946  1.02069
    40  1.09135  -0.08778  0.22431  0.49821  1.05201
    80  1.09143  -0.08755  0.26247  0.49806  1.01310
   320  1.08923  -0.08975  0.29062  0.50026  1.00050
  1280  1.08937  -0.08961  0.29766  0.50012  0.99785
N = 1280: mu - x of maximum = 0.002342, estimate = 0.002341
other step positions, N = 1000: mu, maximum
  -0.5  1.08931
  +0.0  1.08949
  +0.8  1.08925
chain: 100 sites, hopping -1.0 eV, chemical potential 0.6 eV
energy scale 2.0 eV, polynomial degree 40
largest occupation = 1.08700
smallest occupation = -0.08540
occupations above 1: 24, below 0: 22
trace = 59.79619 electrons per spin
exact filling = 60 electrons per spin
\end{verbatim}
